Floating Gaussians in H2+: inward shift and Hellmann-Feynman force

**Problem**

The two protons of H2+ are held at z = ±R/2. The electron is described by two equal s-type Gaussians of exponent α, whose centres z = ±s need not coincide with the protons. Atomic units are used in the derivations. The orbital is

φ = (g₊ + g₋)/√[2(1+S)],
g±(r) = (2α/π)^(3/4) exp(−α|r ∓ sẑ|²),

where S is the overlap of g₊ and g₋. The inward shift is

δ = R/2 − s.

The exponent α = 0.40 bohr⁻² is a round model value, the same at every R.

(a) Estimate δ at R = 2 bohr from a balance of electrostatic forces.
(b) Find the energy E(R,s), including the proton repulsion, and the value of s that makes it stationary.
(c) Show that at this s the electrostatic force of the electron cloud and the other proton equals −dE/dR, and find what is missing when the centres are clamped to the protons.
(d) Compare the estimate with the solution.

A positive force means repulsion of the protons. Equal coefficients in φ give the state that is even under reflection in the plane z = 0. "Exact" below refers to this model, not to the true energy of H2+.

**First estimate by scaling**

Suppose that the Gaussians hardly overlap. Each then carries half an electron, with the normalized profile

n(r) = (2α/π)^(3/2) exp(−2αr²).

Near its centre this profile is nearly uniform. By Gauss's law, a uniform unit-electron cloud of density n(0), displaced by δ from its proton, is pulled back with force kδ, where

k = (4π/3) n(0) = 4(2α)^(3/2)/(3√π).

The distant proton pulls the same cloud inward with force 1/R². The factor ½ for half an electron multiplies both forces and cancels, so

δ ≈ 1/(kR²), which scales as α^(−3/2) R^(−2).

For α = 0.40 bohr⁻², k = 0.538 hartree/bohr² and 1/k = 1.858 bohr³. At R = 2 bohr the estimate is

δ ≈ 1.858/4 = 0.464 bohr.

The same picture estimates the force lost by clamping. A spherical cloud centred on its own proton exerts no force on it. That proton feels the repulsion 1/R² and the attraction 1/(2R²) of the distant half electron, which leaves a repulsion 1/(2R²). If the own cloud may shift, it pulls its proton inward with kδ/2 = 1/(2R²), and this repulsion is cancelled. At R = 2 bohr the estimated missing force is −1/(2R²) = −0.125 hartree/bohr.

**Exact solution: the energy**

The squared distances from the two centres add up to 2r² + 2s². Therefore

g₊g₋ = exp(−2αs²) n(r).

Since n integrates to one, S = exp(−2αs²). The electron density is

ρ(r) = [n(r−sẑ) + n(r+sẑ) + 2S n(r)]/[2(1+S)].

For the kinetic energy, let u be the distance from the centre of a Gaussian. Differentiating twice gives

−½∇²g = (3α − 2α²u²)g.

In the cross term ⟨g₊|−½∇²|g₋⟩, u² = r² + 2sz + s², and the average is taken over S n(r). Each Cartesian coordinate has variance 1/(4α) in n, so ⟨r²⟩ = 3/(4α) and ⟨z⟩ = 0. The cross term is

S[3α − 3α/2 − 2α²s²] = S[3α/2 − 2α²s²].

The diagonal term is 3α/2, by the same calculation with s = 0 and S = 1. Two diagonal and two cross terms, divided by 2(1+S), give

T = 3α/2 − 2α²s²S/(1+S).

The potential of the unit cloud n at distance x from its centre is

w(x) = erf(ax)/x, a = √(2α).

To verify this, differentiate xw = erf(ax) twice. The result is −4a³x exp(−a²x²)/√π = −4πx n(x), which is Poisson's equation for a spherical charge. The potential is finite at the origin and tends to 1/x far away. It is even in x, and near the origin

w(x) ≈ w(0)(1 − a²x²/3), w(0) = 2a/√π.

Hence w′(0) = 0 and −w″(0) = 4a³/(3√π) = k, the spring constant of the estimate.

The three clouds in ρ lie at distances |R/2−s|, R/2+s and R/2 from the right proton. The left proton contributes the same attraction by symmetry, which cancels the factor 2 in the denominator of ρ. With

W = w(R/2−s) + w(R/2+s) + 2S w(R/2),

the energy is

E(R,s) = 3α/2 − 2α²s²S/(1+S) − W/(1+S) + 1/R.

**The stationary centres**

Differentiate at fixed R, using dS/ds = −4αsS and d[S/(1+S)]/ds = −4αsS/(1+S)². The kinetic part gives

∂T/∂s = −4α²sS/(1+S) + 8α³s³S/(1+S)².

For the attraction,

∂W/∂s = −w′(R/2−s) + w′(R/2+s) − 8αsS w(R/2),
∂[−W/(1+S)]/∂s = −(∂W/∂s)/(1+S) − 4αsS W/(1+S)².

The terms proportional to w(R/2) combine, because 8αsS/(1+S) − 8αsS²/(1+S)² = 8αsS/(1+S)². The condition for the optimum is therefore

∂E/∂s = [w′(R/2−s) − w′(R/2+s)]/(1+S)
 + 4αsS[2w(R/2) − w(R/2−s) − w(R/2+s)]/(1+S)²
 − 4α²sS/(1+S) + 8α³s³S/(1+S)² = 0.

Evaluate the slope first at the clamped position s = 1 bohr, where S = 0.4493:

- The first line is 0.1563 hartree/bohr.
- The two kinetic terms are −0.1984 + 0.1095 = −0.0889 hartree/bohr.
- The second line is 0.0290 hartree/bohr, obtained here by subtraction from the computed total.

The total is 0.0964 hartree/bohr. It is positive, so the energy falls when s decreases, and the centres move inward. Because E is even in s, the merged centres s = 0 also satisfy the condition, but with the higher energy −0.4882 hartree. The root reached by moving inward from the clamped position is

s = 0.8425 bohr, δ = 0.1575 bohr = 8.34 pm.

The energy falls from −0.52900 to −0.53617 hartree, by 0.00717 hartree.

Reflection symmetry was imposed, but the solution is stationary without it too: E has the same value for opposite mirror-breaking displacements, so its first derivative along them vanishes. A search over all six centre coordinates with free coefficients, started off the axis at R = 2 bohr, returned to z = ±0.8425 bohr. This supports a local minimum at R = 2 bohr. The symmetric solution is not the lowest arrangement at every R: at R = 6 bohr, centres near z = 3.0 and 0.45 bohr with free coefficients give −0.418 hartree, below the symmetric −0.412 hartree. All results below refer to the symmetric orbital φ.

**The direction is not universal**

For small R and s, expand to second order in both. Then S ≈ 1 − 2αs², and T ≈ 3α/2 − α²s². With a² = 2α, the part of W that depends on s is −(4/3)αs²w(0) from the two displaced clouds and −4αs²w(0) from the factor S. Since 1+S ≈ 2(1−αs²),

W/(1+S) ≈ 2w(0)[1 − (4/3)αs² + αs²] = 2w(0)[1 − αs²/3],

apart from terms independent of s. The energy thus contains s²α[2w(0)/3 − α], and its slope at s = R/2 is

∂E/∂s ≈ Rα[2w(0)/3 − α].

Setting the bracket to zero gives α = (4/3)√(2α/π), or α = 32/(9π) = 1.132 bohr⁻². For tighter Gaussians at small R the energy falls when the centres move outward from the protons. The program finds such a negative slope for α = 2 bohr⁻² at R = 0.02 bohr. For α = 0.40 bohr⁻² the clamped slope was positive at all scanned distances from 0.5 to 20 bohr.

**Force and energy derivative**

The electrostatic, or Hellmann-Feynman, force keeps the electron density fixed while the protons move. If R grows by dR, each proton moves outward by dR/2 against or along a force of the same size F. The total work is F dR, so F = −∂E/∂R at fixed s. Neither T nor S depends on R at fixed s, and each w in W contributes a factor ½:

F_HF = 1/R² + [w′(R/2−s) + w′(R/2+s) + 2S w′(R/2)]/[2(1+S)].

The terms are the forces from the other proton, the own cloud, the far cloud and the overlap cloud.

Along any rule s(R), the chain rule gives

−dE/dR = F_HF − (∂E/∂s)(ds/dR).

If s is optimized at each R, ∂E/∂s = 0. The last term vanishes for any finite ds/dR, and

−dE/dR = F_HF.

No knowledge of how the centres respond to R is needed. The response is finite where ∂²E/∂s² ≠ 0, as differentiation of the condition ∂E/∂s = 0 shows. The exception occurs in this model: for α = 0.40 bohr⁻² the optimized centres are merged at s = 0 below R = 1.146 bohr, and just above that distance s grows as the square root of R − 1.146 bohr, so ds/dR diverges at that point.

If the centres are clamped, s = R/2 and ds/dR = ½. Then

−dE/dR = F_HF − ½∂E/∂s.

The last term is the Pulay force. It arises because the basis functions move with the protons while the energy is not stationary with respect to that motion.

At R = 2 bohr the force parts, in hartree/bohr, are:

clamped: 0.2500 + 0 − 0.0782 − 0.1056 = 0.0662
floating: 0.2500 − 0.0267 − 0.0806 − 0.1232 = 0.0195

For floating centres, direct integration of the electrostatic force gives 0.01946280 hartree/bohr (1.60 nN), and finite differences of the re-optimized energy give the same printed digits. For clamped centres the Pulay force is −½ × 0.0964 = −0.0482 hartree/bohr, and 0.0662 − 0.0482 = 0.0180 hartree/bohr is the derivative of the clamped energy. The own cloud supplies 0.0267 of the 0.0468 hartree/bohr by which floating lowers the electrostatic force. Most of the rest comes from the larger overlap cloud.

The clamped electrostatic force was repulsive at every scanned distance, so on its own it predicts no bond there. Yet the clamped energy has a minimum at R = 2.113 bohr. The floating energy has its minimum at 2.137 bohr, where its electrostatic force vanishes.

The equality also needs a condition on the exponent. If α varied with R, the chain rule would add −(∂E/∂α)(dα/dR), which vanishes if α is constant or optimized. Optimizing α alone does not remove the Pulay force: with clamped centres and the best exponent, 0.436 bohr⁻², F_HF is 0.0583 hartree/bohr while −dE/dR is 0.0058 hartree/bohr.

**Comparison with the estimate**

At R = 2 bohr the estimate of 0.464 bohr is about three times the optimized shift. To locate the error, replace the bare pull 1/R² by the actual slope G = ∂E/∂s at the clamped centres, but keep the spring constant k. All lengths below are in bohr.

R: 1/(kR²), G/k, optimized δ
2: 0.464, 0.179, 0.158
3: 0.206, 0.268, 0.194
4: 0.116, 0.244, 0.253
6: 0.052, 0.065, 0.070
10: 0.0186, 0.0186, 0.0187

At R = 2 bohr most of the error lies in the driving force, 0.0964 instead of 0.25 hartree/bohr. Part of the loss is the weaker pull on the separate clouds, and part is the kinetic energy, which opposes the inward motion. The kinetic slope can be written

∂T/∂s = −[4α²sS/(1+S)] [1 − 2αs²/(1+S)].

It changes sign when 2αs² = 1+S. At R = 4 bohr, with s = 2 bohr, 2αs² = 3.2 exceeds 1+S = 1.04, and the slope is +0.104 hartree/bohr. The kinetic energy now drives the centres inward more strongly than the bare pull of 0.0625 hartree/bohr, and the estimate is too small. The fair agreement at R = 3 bohr is a cancellation: the driving force is underestimated, but a linear response with spring constant k overestimates the displacement it causes.

At large R the overlap vanishes and the estimate becomes the leading term of the solution. With w(δ) ≈ w(0) − kδ²/2 and w(R−δ) ≈ 1/R + δ/R²,

E ≈ 3α/2 − w(0) + kδ²/2 − δ/R².

The minimum is at δ = 1/(kR²), where the last two terms equal −1/(2kR⁴). The force is therefore

−dE/dR ≈ −2/(kR⁵),

the attraction between a charge and the dipole it induces. At R = 20 bohr this law gives −1.161×10⁻⁶ hartree/bohr and the floating solution −1.162×10⁻⁶. The clamped electrostatic force there is +1.25×10⁻³ hartree/bohr, the spurious 1/(2R²) of the estimate. The strength of the attraction is that of the model: a one-electron calculation in the aug-cc-pV5Z basis gives −2.9×10⁻⁶ hartree/bohr at R = 20 bohr, close to the same law with the polarizability of hydrogen, 4.5 bohr³, in place of 1/k = 1.86 bohr³.

The estimated missing force at R = 2 bohr, −0.125 hartree/bohr, is likewise too large in size compared with the Pulay force of −0.048 hartree/bohr.

**How well the centres must be optimized**

Near the optimum the energy error is quadratic in a centre error ε, while ∂E/∂s is linear in it. For ε = 0.01 bohr at R = 2 bohr, the energy rises by only 2.5×10⁻⁵ hartree. If the misplaced centres then ride with the protons, the electrostatic force differs from −dE/dR by 2.6×10⁻³ hartree/bohr for this outward error, and by 2.5×10⁻³ hartree/bohr with the opposite sign for an inward one. Convergence must therefore be judged by ∂E/∂s, not by the energy alone.

Agreement of force and derivative is a statement of consistency, not of accuracy. At R = 2 bohr a one-electron calculation in the cc-pVQZ basis, itself finite, gives −0.6025 hartree and a force of −0.0003 hartree/bohr; the cc-pV5Z basis lowers the energy by 1×10⁻⁴ hartree to −0.6026 hartree and leaves the force at −0.0003 hartree/bohr. The floating model lies 0.066 hartree higher and gives +0.0195 hartree/bohr. Optimizing α together with s (α = 0.436 bohr⁻², s = 0.860 bohr) lowers the energy by only 0.0012 hartree but halves the force to +0.0097 hartree/bohr, so nearly all of the energy error is due to the two-Gaussian form, while about half of the force error is due to the fixed exponent. Floating the centres makes the electrostatic force the correct derivative of the model energy; it does not make that energy accurate. The numerical check checks the formulas by direct integration and finite differences.

Calculated quantities

```
exponent alpha = 0.40 bohr^-2; distance R = 2.00 bohr
optimized centre s = 0.842472 bohr
inward shift = 0.157528 bohr = 8.336 pm
overlap S: clamped 0.449329, floating 0.566767
energy, clamped centres = -0.52899776 hartree
energy, floating centres = -0.53616602 hartree
energy lowering = 0.00716826 hartree
dE/ds at clamped centres = 0.096409 hartree/bohr
free six-coordinate search: z = 0.84247, -0.84247 bohr
force parts (hartree/bohr): other proton, own, far, overlap cloud
  clamped: 0.250000, -0.000000, -0.078166, -0.105598
  floating: 0.250000, -0.026740, -0.080584, -0.123213
HF force by quadrature, floating = 0.01946280 hartree/bohr
-dE/dR by differences, floating = 0.01946280 hartree/bohr
floating force converted = 1.6035 nN
Pulay force, clamped = -0.04820438 hartree/bohr
R, shift (bohr); floating HF, -dE/dR; clamped HF, -dE/dR (hartree/bohr)
  2.0 0.157528 0.0194628 0.0194628 0.0662359 0.0180315
  3.0 0.194123 -0.0426543 -0.0426543 0.0199253 -0.0521225
  4.0 0.252739 -0.0490784 -0.0490784 0.0236002 -0.0421324
  6.0 0.069593 -0.0052062 -0.0052062 0.0138166 -0.0035872
  10.0 0.018651 -0.0000375 -0.0000375 0.0050000 -0.0000001
equilibrium R, floating energy = 2.13724 bohr
equilibrium R, clamped energy = 2.11336 bohr
clamped HF force, local minimum = 0.019627 hartree/bohr at R = 2.868 bohr
clamped HF force scanned positive: R = 0.5 to 20.0 bohr
best exponent with clamped centres = 0.436035 bohr^-2
  HF force 0.058336, -dE/dR 0.005768 hartree/bohr
spring constant k = 0.538268 hartree/bohr^2; 1/k = 1.857810 bohr^3
R = 20 bohr: shift 0.0046467, law 0.0046445 bohr
  floating force -1.16209e-06, law -1.16113e-06 hartree/bohr
  clamped HF force 1.25000e-03, law 1.25000e-03 hartree/bohr
tight case alpha = 2.0 bohr^-2, R = 0.02 bohr:
  dE/ds -0.019821, small-R law -0.019820 hartree/bohr
threshold exponent 32/(9 pi) = 1.131768 bohr^-2
centre error 0.01 bohr: energy 2.549e-05 hartree, force mismatch 2.561e-03 hartree/bohr
centre error 0.02 bohr: energy 1.029e-04 hartree, force mismatch 5.193e-03 hartree/bohr
cc-pVQZ one-electron energy at R = 2.0 bohr: -0.602521 hartree
cc-pVQZ -dE/dR at R = 2.0 bohr: -0.000253 hartree/bohr
```
